# Slab-truncated Coulomb kernel with cutoff at half the cell height

A charged or polar layer repeats in the $xy$ plane but is isolated along $z$. A plane-wave calculation must nevertheless place it in a cell that repeats in all three directions, and the Coulomb interaction then couples the layer to its copies. This problem removes that coupling by cutting the interaction along $z$.

Hartree atomic units are used. The in-plane cell has area $A$ and the cell height is $L$. A reciprocal vector is $\mathbf G=(\mathbf G_\parallel,G_z)$ with $G_z=2\pi n/L$, $n$ an integer, and $G_\parallel=|\mathbf G_\parallel|$. The charge density $\rho(\mathbf r)$ is positive for positive charge, and $\varphi(\mathbf r)$ is the potential felt by a positive unit charge. Fourier components are

$$\rho(\mathbf G)=\int_{\rm cell}\rho(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}\,d^3r,\qquad \rho(\mathbf r)=\frac1{AL}\sum_{\mathbf G}\rho(\mathbf G)e^{i\mathbf G\cdot\mathbf r}.$$

The cut interaction is $v(\mathbf r)=1/r$ for $|z|<R$ and zero for $|z|>R$. Its transform, taken over all space, is $v(\mathbf G)=\int v(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}d^3r$.

## (a) When does the cut interaction describe an isolated layer?

Express the potential of the repeated density through $v(\mathbf G)$. For $R=L/2$, find the conditions under which the potential and the energy are those of the isolated layer.

**Solution.** The potential is a convolution. Inserting the Fourier series of the density gives

$$\varphi(\mathbf r)=\int v(\mathbf s)\rho(\mathbf r-\mathbf s)\,d^3s=\frac1{AL}\sum_{\mathbf G}\rho(\mathbf G)e^{i\mathbf G\cdot\mathbf r}\int v(\mathbf s)e^{-i\mathbf G\cdot\mathbf s}d^3s=\frac1{AL}\sum_{\mathbf G}v(\mathbf G)\rho(\mathbf G)e^{i\mathbf G\cdot\mathbf r}.$$

The terms with $G_\parallel=0$ need a separate definition, given in part (d).

A charge at height $z'$ has copies at $z'+mL$. A point at height $z$ feels those with $|z-z'-mL|<L/2$. This window has length $L$, so it contains one copy, apart from the boundary case. Two situations matter when $|z-z'|<L$:

- If $|z-z'|<L/2$, the copy felt is the original one, at its true distance.
- If $L/2<|z-z'|<L$, the copy felt is a neighbouring one, at vertical distance $L-|z-z'|$.

The potential at $z$ is therefore right if $|z-z'|\le L/2$ for every height $z'$ that carries charge. The energy is right when this holds for all pairs of charges, which a layer thickness $w\le L/2$ guarantees. For a thicker layer the energy is in general wrong, though the errors can cancel in special cases. For a layer occupying $|z'|\le w/2$, the potential is right for $|z|\le L/2-w/2$, which does not reach the cell boundary. A density with tails meets these conditions approximately, with an error set by the charge in the tails.

## (b) What is the in-plane transform of $1/r$?

For $g=G_\parallel>0$, find

$$f(z)=\int\frac{e^{-i\mathbf G_\parallel\cdot\boldsymbol\rho}}{\sqrt{\rho^2+z^2}}\,d^2\rho .$$

**Solution.** The potential of a unit point charge obeys $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$. Under the in-plane transform, the two in-plane second derivatives become $-g^2$ and $\delta(\mathbf r)$ becomes $\delta(z)$:

$$f''(z)-g^2f(z)=-4\pi\delta(z).$$

Away from $z=0$ the solutions are $e^{gz}$ and $e^{-gz}$. To choose between them we need the behaviour at large $|z|$. The angular integral gives $2\pi J_0(g\rho)$, so $f=2\pi\int_0^\infty \rho J_0(g\rho)(\rho^2+z^2)^{-1/2}d\rho$. Using $\rho J_0(g\rho)=g^{-1}\,d[\rho J_1(g\rho)]/d\rho$ and then $\rho^2J_1(g\rho)=g^{-1}\,d[\rho^2J_2(g\rho)]/d\rho$, two integrations by parts yield

$$f(z)=\frac{2\pi}{g}\int_0^\infty\frac{\rho^2J_1(g\rho)}{(\rho^2+z^2)^{3/2}}d\rho=\frac{6\pi}{g^2}\int_0^\infty\frac{\rho^3J_2(g\rho)}{(\rho^2+z^2)^{5/2}}d\rho .$$

The boundary terms vanish because the Bessel functions fall as $\rho^{-1/2}$. Since $|J_2|\le1$, the substitution $\rho=|z|t$ bounds the last integral by a constant times $1/|z|$. Thus $f\to0$ at large $|z|$, and the growing exponentials are excluded.

Hence $f=Ce^{-g|z|}$, the same $C$ on both sides because $f$ is even. Integrating the differential equation across $z=0$ gives the jump of the slope:

$$f'(0^+)-f'(0^-)=-gC-gC=-4\pi\quad\Rightarrow\quad C=\frac{2\pi}{g}.$$

$$f(z)=\frac{2\pi}{g}e^{-g|z|}.$$

A charge pattern with in-plane wavevector $g$ has a potential that dies out over a height $1/g$. The slow interaction between copies must come from $g=0$.

## (c) What is the kernel for $G_\parallel>0$?

Carry out the $z$ integral for a general cutoff $R$, then set $R=L/2$.

**Solution.** Write $k=G_z$. The function $f$ is even, so the odd part of $e^{-ikz}$ integrates to zero:

$$v_R=\frac{2\pi}{g}\,2\int_0^R e^{-gz}\cos(kz)\,dz=\frac{4\pi}{g}\,{\rm Re}\,\frac{e^{(-g+ik)R}-1}{-g+ik}.$$

Multiply numerator and denominator by $-g-ik$. The denominator becomes $g^2+k^2=G^2$. The real part of the numerator is

$${\rm Re}\,(-g-ik)\left[e^{-gR}(\cos kR+i\sin kR)-1\right]=g+e^{-gR}(k\sin kR-g\cos kR).$$

Dividing by $g$ gives

$$v_R(\mathbf G)=\frac{4\pi}{G^2}\left\{1+e^{-gR}\left[\frac kg\sin kR-\cos kR\right]\right\}.$$

For $R=L/2$ we have $kR=\pi n$, so the sine vanishes for every $n$:

$$\boxed{v(\mathbf G)=\frac{4\pi}{G^2}\left[1-e^{-G_\parallel L/2}\cos\frac{G_zL}{2}\right],\qquad G_\parallel>0.}$$

Here $\cos(G_zL/2)=(-1)^n$. The sine term has dropped out because the cutoff is matched to the grid of $G_z$ values; for a cutoff that is not an integer multiple of $L/2$ it must be kept.

As $R\to\infty$ at fixed $g>0$, the general result becomes the ordinary kernel $4\pi/G^2$. At $R=L/2$ the relative change from that kernel has magnitude $e^{-G_\parallel L/2}$. With $L=20$ bohr and $G_\parallel=1.047198$ bohr$^{-1}$, the $n=0$ values are 11.458831 and 11.459156 bohr$^2$ for the cut and ordinary kernels. Their relative difference is $2.8\times10^{-5}$, equal to $e^{-10.47}$ at this precision.

## (d) What replaces the kernel at $G_\parallel=0$?

The in-plane integral now diverges. Isolate the divergence, decide what may be removed, and find the remaining kernel for all $G_z$.

**Solution.** Integrate first over a disk of radius $P$:

$$\int_0^P\frac{2\pi\rho\,d\rho}{\sqrt{\rho^2+z^2}}=2\pi\left(\sqrt{P^2+z^2}-|z|\right).$$

Since $\sqrt{P^2+z^2}-P=z^2/(\sqrt{P^2+z^2}+P)$ tends to zero at fixed $z$, this is $2\pi P-2\pi|z|$ for large $P$. The divergent part does not depend on $z$ inside the window. Its transform over the window is

$$2\pi P\int_{-R}^{R}e^{-ikz}dz=2\pi P\,\frac{2\sin kR}{k},$$

with the value $4\pi PR$ at $k=0$. For $R=L/2$ it vanishes at every $k\ne0$. The repeated windows then join without gaps, and the removed term is a uniform potential proportional to the net charge. For $R=0.4L$ and $n=1$, with $L=20$ bohr, the factor $2\sin(kR)/k$ is 3.742 bohr, so the divergence would also enter a component with $G_z\ne0$.

What remains is $-2\pi|z|$, the potential of a plane of unit charge per area, set to zero on the plane. For $k\neq0$, integration by parts gives

$$-4\pi\int_0^R z\cos(kz)\,dz=-4\pi\left[\frac{R\sin kR}{k}+\frac{\cos kR-1}{k^2}\right].$$

At $R=L/2$ the sine vanishes again. For $k=0$ the integral is $-4\pi R^2/2=-\pi L^2/2$. Therefore

$$\boxed{v(0,G_z)=\frac{4\pi}{G_z^2}\left[1-\cos\frac{G_zL}{2}\right]\ (G_z\ne0),\qquad v(0,0)=-\frac{\pi L^2}{2}.}$$

The components with even $n\ne0$ are zero, and those with odd $n$ are $8\pi/G_z^2$, twice the ordinary kernel. For $L=20$ bohr the values at $n=0,1,2,3$ are $-628.3$, 254.6, 0 and 28.3 bohr$^2$.

The first formula is also the limit $G_\parallel\to0$ of part (c) at fixed $G_z\ne0$. At $G_z=0$, expanding the exponential to third order gives

$$\frac{4\pi}{g^2}\left(1-e^{-gL/2}\right)=\frac{4\pi}{g^2}\left(\frac{gL}{2}-\frac{g^2L^2}{8}+\frac{g^3L^3}{48}-\dots\right)=\frac{2\pi L}{g}-\frac{\pi L^2}{2}+\frac{\pi gL^3}{12}-\dots$$

The finite part agrees with the direct calculation. The divergent part multiplies $\rho(\mathbf G=0)$, the net charge per cell.

For a neutral layer $\rho(\mathbf G=0)=0$, so $v(0,0)$ has no effect. For a charged layer it fixes the zero of potential, and the energy of the charged layer depends on that convention. Take a charge $+1$ per cell centred at $z=1$ bohr, with $A=36$ bohr$^2$. At $z=4$ bohr its plane-averaged potential should be $-2\pi\times3/36=-0.5236$ hartree/$e$, which the kernel reproduces. The $\mathbf G=0$ term contributes $-\pi L/(2A)=-0.8727$ hartree/$e$; omitting it would shift the whole potential up by 0.8727 hartree/$e$.

## (e) What does the ordinary kernel get wrong?

For a neutral layer with $w\le L/2$ and dipole $p$ per cell along $z$, compare the energy with that from $4\pi/G^2$, whose $\mathbf G=0$ term is omitted.

**Solution.** The energy per cell is $\frac12\int_{\rm cell}\rho\varphi\,d^3r$. With the series of part (a) and $\rho(-\mathbf G)=\rho(\mathbf G)^*$, it becomes

$$E=\frac1{2AL}\sum_{\mathbf G}|\rho(\mathbf G)|^2v(\mathbf G).$$

Consider $G_\parallel=0$ first. Let $\lambda(z)$ be the density integrated over the in-plane cell, so that $\int\lambda\,dz=0$ and $\int z\lambda\,dz=p$. This part of the energy is $(1/2A)\iint\lambda(z)\lambda(z')U(z-z')\,dz\,dz'$. For the cut kernel, $U=-2\pi|z|$ at the separations present.

For the ordinary kernel, $U$ is periodic and its missing $\mathbf G=0$ term acts as a uniform neutralizing background:

$$U''(z)=-4\pi\left[\sum_m\delta(z-mL)-\frac1L\right].$$

Between sources $U''=4\pi/L$, and the slope jumps by $-4\pi$ at $z=0$. As $U$ is even, this gives $U=-2\pi|z|+2\pi z^2/L+c$ for $|z|\le L$, with $c$ a constant. Its slope is zero at $z=L/2$, as symmetry and periodicity require.

The difference of the two energies is therefore

$$\frac1{2A}\iint\lambda(z)\lambda(z')\left[-\frac{2\pi}{L}(z-z')^2-c\right]dz\,dz'.$$

Neutrality removes $c$, $z^2$ and $z'^2$. The cross term $-2zz'$ leaves $-2p^2$, so

$$E_{\rm slab}-E_{\rm ordinary}\simeq\frac1{2A}\left(-\frac{2\pi}{L}\right)(-2p^2)=\frac{2\pi p^2}{AL}.$$

The remaining difference comes from $G_\parallel>0$. There the ordinary kernel adds the potentials $(2\pi/g)e^{-g|z-z'-mL|}$ of all copies $m\ne0$. The nearest copies are at least $L-w$ away, so these terms are suppressed by $e^{-g(L-w)}$ or more. The dipole term falls as $1/L$ and sets the slow convergence of the ordinary kernel for a polar layer.

## (f) How does this work for a model polar layer?

Take a square lattice with $a=6$ bohr. Each cell holds Gaussian charges $+1$ at $z=2$ bohr and $-1$ at $z=-2$ bohr, of standard deviation 0.5 bohr. Examine the energy and the plane-averaged potential.

**Solution.** Here $A=36$ bohr$^2$ and $p=2-(-2)=4$ $e\,$bohr. A direct real-space lattice sum for one isolated layer, including the self-energy of each Gaussian, gives 1.164965 hartree per cell, or 31.700 eV. The errors relative to this sum, in hartree per cell, are:

| $L$ (bohr) | cut kernel | ordinary kernel |
|---|---|---|
| 6 | $-0.46$ | $-0.580$ |
| 10 | $-8.9\times10^{-3}$ | $-0.281$ |
| 14 | $-5.9\times10^{-7}$ | $-0.199$ |
| 20 | $-1.0\times10^{-9}$ | $-0.140$ |

At $L=6$ bohr the centres of the opposite charges, 4 bohr apart, exceed $L/2=3$ bohr. They interact as if $6-4=2$ bohr apart, and the cut kernel fails. At $L=10$ bohr the centres satisfy the condition but the tails do not. The separation of two charge elements is spread about 4 bohr with standard deviation $0.5\sqrt2=0.71$ bohr, so $L/2=5$ bohr lies 1.4 standard deviations beyond the centre. At $L=14$ bohr the margin is 4.2 standard deviations and the error is small. The residue of $10^{-9}$ hartree is the same at $L=20$ and 24 bohr, so it is not an effect of cell height at this precision; it comes from the reference sum. That sum runs over a disk of radius 3603 bohr and treats the lattice beyond it as a continuum. The disk holds 5.9 more lattice points than its area divided by $A$, and near its edge each point contributes about $4^2/(2\times3603^3)=1.7\times10^{-10}$ hartree, so the reference is too high by $1.0\times10^{-9}$ hartree.

For $L=20$ bohr the dipole formula gives

$$\frac{2\pi p^2}{AL}=\frac{2\pi\times16}{36\times20}=0.139626\ \text{hartree},$$

which matches the computed difference between the two kernels to the printed digits.

Above the isolated layer, neutrality gives the plane-averaged potential

$$\bar\varphi=-\frac{2\pi}{A}\int\lambda(z')(z-z')\,dz'=\frac{2\pi p}{A},$$

and below it the sign is reversed. The step is $4\pi p/A=4\pi\times4/36=1.396$ hartree/$e$, or 37.99 V. With $L=20$ bohr, the cut kernel gives $+0.698$ and $-0.698$ hartree/$e$ at $z=5$ and $-5$ bohr, as required.

At $z=9$ bohr the centre of the negative charge is 11 bohr away, beyond $L/2=10$ bohr, and is felt at $20-11=9$ bohr. The positive charge is felt at 7 bohr. For charges concentrated at their centres, the potential would be $-2\pi(7-9)/36=0.349$ hartree/$e$. The Gaussian calculation gives 0.348, slightly less because part of the negative tail lies within 10 bohr and is felt at its true distance. The isolated layer has 0.698 hartree/$e$ there. The energy at this $L$ is accurate, but a vacuum level must be read inside the region found in part (a).

The numerical check also tests the kernels of parts (c) and (d) against direct quadrature of $1/r$.

## Calculated quantities

```
lattice constant a = 6.0 bohr, area A = 36.0 bohr^2
Gaussian width = 0.5 bohr, separation = 4.0 bohr
dipole per cell p = 4.0 e bohr, main cell height L = 20.0 bohr
shortest nonzero G_par = 1.047198 bohr^-1
largest kernel error against quadrature = 8.3e-13 bohr^2
kernel at shortest G_par: n, slab, ordinary (bohr^2)
  0  11.458831  11.459156
  1  10.513285  10.512987
  2  8.425611  8.425850
  3  6.331205  6.331025
kernel at G_par = 0: n, quadrature, formula (bohr^2)
  0  -628.3185  -628.3185
  1  254.6479  254.6479
  2  -0.0000  0.0000
  3  28.2942  28.2942
  4  -0.0000  0.0000
window transform of 1, n=1, R=0.5L: 4.4e-16 bohr
window transform of 1, n=1, R=0.4L: 3.7420 bohr
finite part at G_par = 1e-05 bohr^-1: -628.30 bohr^2
direct lattice-sum energy per cell = 1.1649650 hartree
L (bohr), slab energy, slab error, ordinary error (hartree)
   6.0  0.7003662  -4.6e-01  -0.579645
  10.0  1.1560248  -8.9e-03  -0.280527
  12.0  1.1647932  -1.7e-04  -0.232863
  14.0  1.1649644  -5.9e-07  -0.199485
  16.0  1.1649650  -1.3e-09  -0.174535
  20.0  1.1649650  -1.0e-09  -0.139626
  24.0  1.1649650  -1.0e-09  -0.116355
slab energy at L=20: 1.164965 hartree = 31.7003 eV
slab minus ordinary at L=20: 0.139626 hartree
2 pi p^2/(A L) at L=20: 0.139626 hartree
potential at z=+5 bohr: 0.698132 hartree/e
potential at z=-5 bohr: -0.698132 hartree/e
potential step: 1.396263 hartree/e = 37.9943 V
4 pi p/A: 1.396263 hartree/e
potential at z=9 bohr, slab kernel: 0.347584 hartree/e
potential at z=9 bohr, folded distance: 0.347584 hartree/e
potential at z=9 bohr, isolated layer: 0.698132 hartree/e
charged layer: charge +1 per cell at z=1 bohr, potential at z=4 bohr
  slab kernel: -0.523599 hartree/e
  direct integral: -0.523599 hartree/e
  part from G=0: -0.872665 hartree/e
```
